# Uniform strain, Dirac-point shifts and pseudomagnetic fields in graphene

**Q:** I bond graphene to a soft polymer and stretch the polymer evenly by 2.5%. The Dirac points move, and their displacement enters the Hamiltonian as a vector potential does. So my evenly stretched sheet sits in a pseudomagnetic field and should have Landau levels. The more I stretch, the larger the field.

**A:** The first half is right. Let us derive the displacement and see what it does. Take nearest-neighbour hopping, $x$ along zigzag and $y$ along armchair. The bonds from an A atom to its B neighbours are

$$\delta_1=a_0(0,1),\qquad \delta_{2,3}=a_0\left(\pm\tfrac{\sqrt3}{2},-\tfrac12\right).$$

The Hamiltonian couples A to B through $f(\mathbf k)=-\sum_n t_n e^{i\mathbf k\cdot\delta_n}$, and the energies are $\pm|f|$. I keep the undeformed $\delta_n$ in the phases, so $\mathbf k$ refers to material coordinates. At $\mathbf K=(4\pi/(3\sqrt3a_0),0)$ the three phases are $0,\pm2\pi/3$. With equal hoppings $t_0$ the sum vanishes.

Set $\mathbf k=\mathbf K+\mathbf q$ and expand to first order in $\mathbf q$. Since $e^{2\pi i/3}-e^{-2\pi i/3}=i\sqrt3$ and $e^{2\pi i/3}+e^{-2\pi i/3}=-1$,

$$f_q=-it_0a_0\left[q_y+\tfrac{\sqrt3}{2}q_x(i\sqrt3)-\tfrac12q_y(-1)\right]=\tfrac32t_0a_0(q_x-iq_y).$$

This is $\hbar v\,\boldsymbol\sigma\cdot\mathbf q$ with $\hbar v=\tfrac32t_0a_0$.

Now strain the bonds. With $t=t_0e^{-\beta(d/a_0-1)}$ and strain tensor $u$, the first-order changes are $\delta t_n=-\beta t_0\,\delta_n\cdot u\,\delta_n/a_0^2$:

$$\delta t_1=-\beta t_0u_{yy},\qquad \delta t_{2,3}=-\beta t_0\left(\tfrac34u_{xx}+\tfrac14u_{yy}\mp\tfrac{\sqrt3}{2}u_{xy}\right).$$

Their contribution at $\mathbf K$ is

$$f_u=-\left[\delta t_1-\tfrac12(\delta t_2+\delta t_3)+i\tfrac{\sqrt3}{2}(\delta t_2-\delta t_3)\right]=-\tfrac34\beta t_0\left[(u_{xx}-u_{yy})+2iu_{xy}\right].$$

Matching $f_q+f_u$ to $\hbar v[(q_x-\mathcal A_x)-i(q_y-\mathcal A_y)]$ gives

$$\boldsymbol{\mathcal A}=\frac{\beta}{2a_0}\,(u_{xx}-u_{yy},\,-2u_{xy}).$$

The Dirac point moves to $\mathbf K+\boldsymbol{\mathcal A}$. Because the hoppings are real, $f(-\mathbf k)=f(\mathbf k)^*$, so the other one moves to $-\mathbf K-\boldsymbol{\mathcal A}$.

**Q:** That is my vector potential. Why is it not a field?

**A:** Because yours is constant. In the continuum equation $\mathbf q$ becomes $-i\nabla$. Write $\psi=e^{i\boldsymbol{\mathcal A}\cdot\mathbf r}\chi$. Then

$$(-i\nabla-\boldsymbol{\mathcal A})\psi=e^{i\boldsymbol{\mathcal A}\cdot\mathbf r}(-i\nabla\chi),$$

and $\chi$ obeys the unstrained equation. The shift has relabelled the wavevectors. This is the leading order. Uniform strain also changes the velocities: at the 2.5% tension used below, in material coordinates, by $-7\%$ along zigzag and $+1\%$ along armchair. That makes the cone anisotropic but gives no field.

Take rough graphene values $a_0=0.142$ nm, $t_0=2.7$ eV, $\beta=3$, and Poisson ratio $\nu=0.165$. For tension $\varepsilon_0=0.025$ along zigzag with free contraction,

$$\mathcal A_x=\frac{3(1.165)(0.025)}{2(0.142)}=0.308\ \text{nm}^{-1}.$$

The zero of the full Bloch sum lies at 0.323 nm⁻¹ from $\mathbf K$, 5% beyond this first-order value. Multiplying $\mathcal A_x$ by $\hbar v=0.575$ eV nm gives 177 meV, but that is neither a gap nor a level spacing. If the polymer grips the sheet, the polymer's own sideways contraction replaces graphene's $\nu$ and changes these numbers. Equal stretching in all directions gives $\boldsymbol{\mathcal A}=0$.

**Q:** Could a field appear beyond first order, if I pull hard enough?

**A:** A uniformly strained lattice is still periodic, so $\mathbf k$ is conserved. A zero of $f$ exists as long as three complex numbers of lengths $t_1,t_2,t_3$ can close a triangle. Around it the energies rise continuously from zero, not in Landau steps. Under zigzag tension $t_2=t_3<t_1$, and the triangle fails when $t_1>2t_2$. In this model that happens at about 26% strain, where the Dirac points have merged. Beyond it there is a band gap, still without a field. Such strain is near the rough limit of what graphene can bear, and the hopping law is far extrapolated there.

**Q:** In the laboratory the lattice vectors change too. Does that add a field?

**A:** It changes the shift. The phases become $\mathbf k_{\rm lab}\cdot(1+u)\delta_n$, so $\mathbf k=(1+u)\mathbf k_{\rm lab}$ and, to first order, $\mathbf k_{\rm lab}=\mathbf K-u\mathbf K+\boldsymbol{\mathcal A}$. Here $-0.025\times17.03+0.308=-0.118$ nm⁻¹. The full Bloch sum gives $-0.100$ nm⁻¹, so the laboratory shift even has the opposite sign.

If the displacement $\mathbf w(\mathbf r)$ varies, the material phase is $e^{i\mathbf K\cdot(\mathbf r-\mathbf w)}$ to first order. The added wavevector is $-\nabla(\mathbf K\cdot\mathbf w)$, a gradient, whose curl is zero.

**Q:** Then what would make Landau levels?

**A:** Let the strain vary slowly on the scale of a bond, and put $\boldsymbol\Pi=-i\nabla-\boldsymbol{\mathcal A}(\mathbf r)$. To leading order in strain, neglecting changes of velocity, $H=\hbar v\,\boldsymbol\sigma\cdot\boldsymbol\Pi$. The commutator is

$$[\Pi_x,\Pi_y]=i(\partial_x\mathcal A_y-\partial_y\mathcal A_x)\equiv ic,$$

so

$$(\boldsymbol\sigma\cdot\boldsymbol\Pi)^2=\Pi^2+i\sigma_z[\Pi_x,\Pi_y]=\Pi^2-\sigma_zc.$$

For constant $c$, $\Pi_x$ and $\Pi_y$ behave as position and momentum of an oscillator, and $\Pi^2$ has eigenvalues $(2m+1)|c|$. Adding $\pm|c|$ gives $2n|c|$. With $b=|c|$,

$$E_n=\pm\hbar v\sqrt{2nb},\qquad |B|=\frac{\hbar}{e}\,b.$$

The field is opposite in the two valleys because $\boldsymbol{\mathcal A}$ is. If $c=0$ throughout a region without holes, $\boldsymbol{\mathcal A}$ is a gradient and a phase removes it.

**Q:** So I bend the ribbon in its plane. The strain varies, and I have my field.

**A:** That depends on how the ribbon was cut. First let its axis lie along zigzag. Bending with radius $R$ adds the displacement

$$w_x=\frac{xy}{R},\qquad w_y=-\frac{x^2+\nu y^2}{2R}.$$

Then $u_{xx}=y/R$, $u_{yy}=-\nu y/R$, and $u_{xy}=\tfrac12(x/R-x/R)=0$. In isotropic elasticity the one stress is $\sigma_{xx}\propto y$. It needs no body force and leaves the long edges free. Including the uniform tension,

$$\mathcal A_x=\frac{\beta(1+\nu)}{2a_0}\left(\varepsilon_0+\frac yR\right),\qquad b=|\partial_y\mathcal A_x|=\frac{\beta(1+\nu)}{2a_0R}.$$

The tension $\varepsilon_0$ has dropped out at this order. With the full hopping law the curl of the exact Dirac shift does grow with tension, by about 10% at $\varepsilon_0=2.5\%$ (4.5 T instead of the 4.05 T below), but it still needs the bending. Take a ribbon 100 nm wide with $R=2000$ nm and $\varepsilon_0=2.5\%$, so that the strain runs from 0 to 5%:

$$b=\frac{3(1.165)}{2(0.142)(2000)}=6.15\times10^{-3}\ \text{nm}^{-2},$$

$$|B|=658.2\times6.15\times10^{-3}=4.05\ \text{T},\qquad E_1=575.1\sqrt{2(6.15\times10^{-3})}=63.8\ \text{meV}.$$

**Q:** How do I know those are Landau levels and not levels of a narrow ribbon?

**A:** Diagonalize the lattice Hamiltonian at fixed $k_x$, with every hopping set by its local strain. At the wavevector centred on the middle of the ribbon, $E_1$ is 63.8 meV without the uniform tension and 64.8 meV with it. The tension moves the Dirac point by 0.32 nm⁻¹ but this level by only 1.6%, a change that the leading-order formula omits. It is small because a curl larger by 10% is mostly offset by a product of the two velocities smaller by 6%. It holds with the strain gradient fixed at $1/R$; with the actual radius of the arc fixed at 2000 nm the change is about 2.7%.

Now widen the ribbon to 150 nm at fixed $R$ and $\varepsilon_0$, assuming that it stays flat although one edge is then compressed. $E_1$ remains 64.8 meV. In a ribbon that is stretched but not bent, the lowest level falls from 9.15 to 6.10 meV, as the inverse width.

A change of $k_x$ also separates the cases. Shift it so that the centre of the Landau orbit moves by 15 nm towards the more stretched edge. To first order this takes $15b=0.092$ nm⁻¹; with the full hopping law at this strain it takes 0.103 nm⁻¹, and that shift is used for both ribbons here. In the bent 100 nm ribbon $E_1$ goes from 64.8 to 65.4 meV. In the unbent one the second non-negative level climbs from 27.4 to 64.3 meV. That the two end values are close has no significance here; the flatness of one level and the rise of the other do.

**Q:** And if I cut the ribbon along armchair and bend it equally?

**A:** Then $u_{yy}=\varepsilon_0+x/R$, $u_{xx}=-\nu u_{yy}$ and $u_{xy}=0$. So $\mathcal A_x$ depends on $x$ alone and $\mathcal A_y=0$. Both terms of the curl vanish, although the strain gradient is as large as before.

On the lattice there is a stronger statement. At wavevector $k_y$ the matrix coupling A to B sites across the ribbon is, up to an overall phase,

$$M=S+Te^{i\theta},\qquad \theta=\tfrac32k_ya_0.$$

Here $T$ is diagonal and holds the positive hoppings $t_1(x)$. $S$ holds the hoppings between neighbouring lines of atoms, and is real and symmetric because $t_2=t_3$. The energies are plus and minus the singular values of $M$. For any unit vector $v$, the Cauchy–Schwarz inequality gives

$$\|Mv\|\ge|v^\dagger Mv|\ge|\operatorname{Im}v^\dagger Mv|=|\sin\theta|\,v^\dagger Tv\ge|\sin\theta|\min t_1.$$

Hence $|E|\ge|\sin\theta|\min t_1$, for any profile of this kind. A zero-energy Landau level would have to violate this at small nonzero $k_y$. For $k_y=0.092$ nm⁻¹ the bound is 45.7 meV and the computed lowest level is 48.4 meV, moving by about 0.1 meV when a line or two of atoms is added or removed.

**Q:** What about a cut between the two directions?

**A:** Let the axis make an angle $\varphi$ with zigzag, and let $s=-x\sin\varphi+y\cos\varphi$ be the distance across the ribbon. Rotating the bending strain gives $u_{xx}-u_{yy}=(1+\nu)(s/R)\cos2\varphi$ and $2u_{xy}=(1+\nu)(s/R)\sin2\varphi$. With $C=\beta(1+\nu)/(2a_0R)$, $\boldsymbol{\mathcal A}=Cs(\cos2\varphi,-\sin2\varphi)$, and

$$c=C(\sin\varphi\sin2\varphi-\cos\varphi\cos2\varphi)=-C\cos3\varphi.$$

A 5° error in the zigzag cut leaves a factor 0.966 of the field. At 90° nothing is left.

**Q:** Is my evenly stretched sheet free of field everywhere, then?

**A:** In its interior. Suppose $u_{yy}=\varepsilon$ for $y>0$ and zero for $y<0$, with the other components zero and the step smoothed over many bonds. Then $\mathcal A_x$ changes by $-\beta\varepsilon/(2a_0)$ across the boundary, and $c=-\partial_y\mathcal A_x$ is concentrated there. The uniform regions on both sides have none.

**Q:** Would a real bent ribbon show 64 meV?

**A:** I would not promise it. The largest strain here, 5%, is well below the rough breaking limit mentioned above. The model, however, omits the scalar potential that comes with a change of area. With a rough deformation potential $D=3$ eV, its slope across the ribbon is $F=D(1-\nu)/R=1.25$ meV/nm, or 0.0125 MV/cm. Measure $y$ from the point where the wavevector matches the local Dirac point (the centre of the $n=0$ state; the potential displaces the $n=\pm1$ states from it by about 10 nm in opposite directions), call it $\xi$, and let $\epsilon$ be the energy from the potential there, divided by $\hbar v$. With $r=F/(\hbar vb)$ and $p=-i\,d/d\xi$,

$$(-b\xi\sigma_x+p\sigma_y+rb\xi-\epsilon)\psi=0.$$

Multiplying by $\sigma_y$ gives $p\psi=N\psi$ with $N=(\epsilon-rb\xi)\sigma_y-ib\xi\sigma_z$. Acting with $p$ again, $p^2\psi=(N^2-iN')\psi$, where

$$N^2=(\epsilon-rb\xi)^2-b^2\xi^2,\qquad -iN'=irb\sigma_y-b\sigma_z.$$

The last matrix is constant, with eigenvalues $\pm b\sqrt{1-r^2}$. Completing the square in $\xi$ leaves an oscillator:

$$(2m+1)b\sqrt{1-r^2}-\frac{\epsilon^2}{1-r^2}=\pm b\sqrt{1-r^2}
\;\Rightarrow\;\epsilon^2=2nb(1-r^2)^{3/2}.$$

The levels shrink by $(1-r^2)^{3/4}$, and this ladder is lost at $r=1$. Here $r=0.354$ and the factor is 0.904; the lattice calculation for the 150 nm ribbon gives 0.908. Gentler bending leaves this factor unchanged, since $F$ and $b$ both scale as $1/R$. It is sensitive to $D$, which is only roughly known: $r$ reaches 1 at $D=8.5$ eV, or at 5.1 eV with the relaxation discussed below.

These are levels at fixed wavevector, and the potential also tilts them across the ribbon. Over 100 nm it changes by 125 meV, about twice $E_1$, and over one magnetic length $1/\sqrt b=12.7$ nm by 16 meV. Unless screening removes most of $F$, a measurement that averages over the ribbon would not show a clean ladder, and even a local one would see broadened levels.

The two sublattices may also relax against each other. If that lowers $\boldsymbol{\mathcal A}$ by a rough factor 0.6, the field is 2.4 T and $r$ rises to 0.59. By the formula, both effects together bring $E_1$ to about 36 meV, 44% below the simple value. On the lattice with $\beta$ scaled by 0.6 it is about 37 meV in a wide ribbon and about 38 meV at 100 nm, where the displaced orbits feel the edges. Thermal energy is 6.6 meV at 77 K and 26 meV at 300 K, so cooling matters. At a rough mobility of 10 000 cm²/Vs, mobility times field is about 4 for the simple field and about 2.4 after relaxation. Values above one mean that scattering need not blur the levels, but the tilt still can. I have not computed whether the ribbon stays flat, and buckling would change the strain. The numerical output lists the separate contributions.

**Q:** So my polymer stage, pulling evenly, tunes the position of the Dirac points, and the field needs a curl that even pulling does not supply.

**A:** Yes, for the interior of the sheet. When you design a strain gradient, compute the curl in the crystal axes before you expect levels from it.

## Numbers as computed

```
bond length a0: 0.142 nm
hopping t0: 2.70 eV
hopping decay beta: 3.0
Poisson ratio: 0.165
hbar v: 0.5751 eV nm
Dirac velocity: 8.74 1e5 m/s
ribbon width: 100 nm
bending radius: 2000 nm
uniform strain: 2.50 %
edge strain, low: 0.00 %
edge strain, high: 5.00 %
K: 17.031 1/nm
uniform part: A_x, first order: 0.3077 1/nm
uniform part: exact Dirac shift: 0.3229 1/nm
uniform part: exact shift, lab frame: -0.1003 1/nm
uniform part: hbar v A_x: 176.9 meV
merging strain, zigzag tension: 25.6 %
half-gap 1% strain beyond merging: 84.3 meV
curl A, zigzag ribbon: 6.153 1e-3/nm^2
curl A, armchair ribbon: 0.000 1e-3/nm^2
hbar/e: 658.2 T nm^2
pseudomagnetic field, zigzag ribbon: 4.05 T
magnetic length: 12.75 nm
E1 formula: 63.80 meV
E1 bent chain, no base tension: 63.80 meV
E1 bent chain, with tension: 64.82 meV
E2 formula: 90.22 meV
E2 bent chain, no base tension: 90.22 meV
E2 bent chain, with tension: 91.67 meV
E3 formula: 110.50 meV
E3 bent chain, no base tension: 110.51 meV
E3 bent chain, with tension: 112.28 meV
zero-mode weight in interior: 0.9998
wide test ribbon: 150 nm
E1 bent, wide ribbon: 64.82 meV
lowest level, only stretched: 9.15 meV
lowest level, only stretched, wide: 6.10 meV
guiding-centre offset: 15 nm
wavevector offset q: 0.0923 1/nm
E1 bent, at offset: 65.42 meV
second level, stretched, q=0: 27.44 meV
second level, stretched, at offset: 64.26 meV
armchair bent: lowest level at ky=q: 48.37 meV
armchair bent: lower bound at ky=q: 45.69 meV
hbar v q: 53.08 meV
deformation potential (rough): 3.0 eV
its electric field: 0.0125 MV/cm
slope ratio r: 0.354
level factor, formula: 0.904
level factor, chain: 0.908
relaxation factor (rough): 0.6
field with relaxation: 2.43 T
E1 with relaxation: 49.4 meV
E1 with relaxation and potential: 35.9 meV
kT at 77 K: 6.64 meV
kT at 300 K: 25.85 meV
mobility (rough): 10000 cm2/Vs
mobility times field: 4.05
field factor at 5 deg misalignment: 0.966
```
